Why a voltmeter reads zero across two joined metals

**The argument under comment**

"A piece of aluminium is joined to a piece of gold. Their work functions differ by about 0.9 eV, so at equilibrium there is an electrostatic potential difference of about 0.9 V between them. A voltmeter measures potential difference. With one lead on each metal it should therefore show 0.9 V. If it shows nothing, its resistance is too low, and a better meter would reveal the voltage."

The second sentence is sound if "between them" means between points just outside the two surfaces. The third is where the argument fails. There is also a warning in energy terms: a steady 0.9 V across a 10 MΩ meter would deliver (0.9 V)²/(10 MΩ) ≈ 0.08 μW of heat indefinitely, from a system at one temperature with no source. The second law forbids that.

**1. Two quantities called potential**

The electron charge is −e. Let μ̃ be the electrochemical potential, the free energy needed to add one electron to a metal, electrostatic energy included. Inside the metal it splits as

μ̃ = μ − eφ_in,

where φ_in is the inner electrostatic potential and μ the chemical part, fixed by the material, its electron density and its temperature.

The work function W is the energy that takes an electron from the Fermi level to rest just outside the surface, where the potential is φ and the electron's energy is −eφ:

W = −eφ − μ̃, so φ = −(μ̃ + W)/e.

I take each metal to have one uniform surface, hence one W. Subtracting the expression for B from that for A gives

φ_A − φ_B = (μ̃_B − μ̃_A)/e + (W_B − W_A)/e.  (1)

Now let the metals be joined, at one temperature, with no battery, illumination or changing magnetic flux. Moving dN electrons from A to B changes the free energy by

dF = (μ̃_B − μ̃_A) dN.

At the minimum dF must vanish for either sign of dN, so μ̃_A = μ̃_B. Equation (1) then leaves the contact potential difference, which I call K:

K = (W_B − W_A)/e.

With rough work functions of 4.2 eV for aluminium (A) and 5.1 eV for gold (B), K = +0.9 V. Aluminium has given up electrons and is the positive side.

This can be tested without assuming equal μ̃. Two facing slabs were described by a Thomas-Fermi energy and allowed to exchange electrons until the energy was least. Here the field F in the gap also enters the metals slightly. With μ̃ uniform, a potential change δφ inside changes the density by δn = (dn/dμ)eδφ, and Poisson's equation gives

δφ″ = eδn/ε₀ = δφ/λ², with 1/λ² = (e²/ε₀)(dn/dμ) = 3e²n/(2ε₀E_F).

The last form uses n ∝ E_F^(3/2) for free electrons. The field decays as exp(−x/λ), so each metal takes up a potential Fλ. For a gap d the total is K = F(d + λ_A + λ_B), and the part across the gap is

Fd = K d/(d + λ_A + λ_B).

For d = 10 nm, λ_A = 0.049 nm and λ_B = 0.059 nm, this is 0.8904 V; the minimized energy also gave 0.8904 V. The sign of this correction belongs to the model, which stops the electrons sharply at the surface. In a real metal they spill out a little, and the charge induced by a weak field can sit just outside the edge of the ionic background, which makes the effective gap smaller instead of larger. Either way the shift is roughly 0.1 to 0.2 nm, or one to two parts in a million of the 0.1 mm gap used below.

**2. What drives a current through the meter**

An ordinary voltmeter passes a small current I through a large resistance R and displays V = IR. The question is what drives that current.

In a conductor at uniform temperature, electrons drift in the field E and diffuse down their density gradient. The diffusive particle flux is −D∇n. Multiplied by −e, it adds to the drift current:

J = σE + eD∇n.

For free electrons with Fermi speed v and collision time τ_c, σ = ne²τ_c/m, D = v²τ_c/3 and dn/dμ = 3n/(2E_F) = 3n/(mv²). Hence

e²D(dn/dμ) = e² (v²τ_c/3)(3n/(mv²)) = ne²τ_c/m = σ.

This is the Einstein relation. It turns the diffusion term into

eD∇n = (σ/e)(dμ/dn)∇n = (σ/e)∇μ.

Since E = −∇φ_in, the drift term is (σ/e)∇(−eφ_in). The sum is

J = (σ/e)∇(μ − eφ_in) = (σ/e)∇μ̃.

The field alone does not decide the current. Where μ̃ is uniform, drift and diffusion cancel.

At a junction the material itself changes, and the derivation above does not cover it. I therefore tested the claim there with no transport law put in. Two chains of 300 sites, with hopping energy 2 eV and non-interacting electrons at 300 K, were joined at time zero by a weaker link of 1 eV. The Schrödinger equation then gave the mean current carried by electrons from A to B between 30 and 80 fs:

- B's band floor 2 eV higher, equal Fermi levels: −0.0001 μA, a residue of the finite chain length; with 350 sites it falls below 0.00005 μA in size.
- No floor step, A's Fermi level 0.2 eV higher: 9.9 μA.
- Both together: 9.3 μA, with electrons going up the step.
- Both, with the Fermi difference reversed: −9.3 μA.

With the step kept, halving the Fermi difference to 0.1 eV halved the current to 4.6 μA. In these runs the step in potential energy alters how easily electrons pass, but it drives no lasting current by itself. That takes a difference in μ̃, whose sign sets the direction. A step wider than the 8 eV band would leave no common energies and block the flow altogether.

**3. The reading**

Put the positive lead on A. Let x run through the meter's resistor, of cross-section a, from the positive to the negative terminal. Then I = a(σ/e)dμ̃/dx, and

IR = ∫ I dx/(σa) = (1/e)∫ dμ̃ = (μ̃_− − μ̃_+)/e.

The leads and contacts have resistances far below R, so they drop almost none of the difference: μ̃_+ = μ̃_A and μ̃_− = μ̃_B. The meter therefore displays

V = (μ̃_B − μ̃_A)/e.  (2)

For joined metals at equilibrium V = 0.

The electrostatic bookkeeping agrees once the leads are included. Take copper leads, with a rough work function of 4.7 eV. The potential outside the lead touching aluminium lies 0.5 V below that outside the aluminium. The potential outside the lead touching gold lies 0.4 V above that outside the gold. Between the two copper leads there remains

0.9 V − 0.5 V − 0.4 V = 0.

For any lead metal L the same sum is (W_B − W_A) − (W_L − W_A) − (W_B − W_L) = 0. The argument under comment left out the two contacts that the measurement itself creates.

This also answers the appeal to a better meter. Suppose the instrument draws no current and senses the electrostatic potential difference between its terminals. They are of the same metal at the same temperature, so μ is the same in both, and their potentials differ by (μ̃_− − μ̃_+)/e. That is equation (2) again. For joined metals, raising the resistance does not bring the contact potential difference into view.

**4. A case that separates the two hypotheses**

With (2), equation (1) becomes

φ_A − φ_B = V + K.  (3)

For joined metals the outer difference is K and the reading is zero. Now disconnect the plates and make each neutral. Disconnecting alone does not do this: plates unjoined at the same gap keep their charges ±CK, where C is their capacitance, and the reading stays zero. One way to come close is to join them while they are far apart, where C is small, then disconnect them and bring them in. There is no field between them, so φ_A − φ_B = 0, and (3) gives V = −K = −0.9 V for a meter that does not load them. An instrument that sensed the outer electrostatic difference would show 0.9 V in the first case and nothing in the second. A voltmeter that does not load the plates shows nothing in the first case and −0.9 V in the second.

A real meter loads the plates. Let them have an area of 1 cm² and a gap of 0.1 mm, so that C = 8.85 pF, and let the meter have R = 10 MΩ and an input capacitance C_in = 100 pF with its cable. Call the charge on plate A Q and that on the positive side of the input q. Then

Q = C(φ_A − φ_B) = C(V + K), q = C_in V.

Just after connection no charge has yet passed through R, so Q + q = 0:

C(V + K) + C_in V = 0, V_start = −K C/(C + C_in) = −0.9 V × 8.85/108.85 = −73 mV.

Afterwards the charge leaks through the resistor:

d(Q + q)/dt = (C + C_in) dV/dt = −V/R.

The reading decays exponentially with time constant R(C + C_in) = 10 MΩ × 108.85 pF = 1.09 ms. Its average over the first 20 ms is only −4 mV, so an ordinary digital voltmeter, which averages for at least about that long, would largely miss it. To see the starting value, one can use an instrument that responds well within a millisecond, or one with a much larger input resistance and a much smaller bias current. With 10 GΩ and the same capacitances, the time constant would be 1.09 s. The charge passed from the positive to the negative terminal is

∫(V/R)dt = V_start(C + C_in) = −KC = −8.0 pC.

The minus sign means that electrons travel through the meter from aluminium to gold. The meter has become the wire that joins the plates. When its reading has died away, the outer difference has grown from zero to the full 0.9 V.

A simulation of this circuit with 100 Ω contacts ended in that state. It takes (2) and (3) as given, so it checks the circuit algebra and not those two equations. With the plates also joined directly through 100 Ω, the reading settled below 1 μV while the outer difference stood at 0.9 V. As a control, a 1.5 V battery was put in the joint, positive pole towards A. The meter read 1.5 V and the outer difference was 2.4 V, as (3) requires. Lowering W_B by 0.3 eV, with the battery unchanged, left the reading at 1.5 V and moved the outer difference to 2.1 V.

**5. How the contact potential difference can be measured**

The quantity is real, and a Kelvin probe measures it by moving one plate. Hold the bias V fixed between the plates and vary the gap. From Q = C(V + K),

dQ/dt = (V + K) dC/dt.

The current vanishes at V = −K, the bias that removes the field from the gap. In the slab model, the bias at which the charge was the same for gaps of 10 and 12 nm came out as −0.900 V.

At zero bias, let the 0.1 mm gap vary as d(1 + s sin ωt), with s = 0.1 and a frequency of 100 Hz. To first order in s the peak current is

ωsCK = 2π × 100 s⁻¹ × 0.1 × 8.85 pF × 0.9 V = 0.50 nA.

The full variation gives 0.51 nA. The excess is second order: the current follows cos ωt/(1 + s sin ωt)², whose peak is 1 + 2s² to that order, or 2 % more.

**6. Real aluminium and gold**

The pair occurs in chip packages, where gold wire is bonded to aluminium pads; the parallel plates above are a convenient geometry and not a model of such a bond. The work functions are rough values for clean metal. Oxide, adsorbed layers and crystal orientation can shift them by tenths of an electronvolt, and K then shifts by the difference of the two changes, divided by e. The zero reading does not, because W is absent from (2).

In the joined case the assumption of uniform temperature is easily broken. With a rough Seebeck difference of 4 μV/K, a joint 5 K warmer than the meter contacts gives a reading of about 20 μV. This is a departure from equilibrium, not a small leak of the contact potential difference. A rough meter bias current of 10 pA adds 1 nV across a 100 Ω joint.

For the separate plates the same bias current gives an offset of 0.1 mV, against a starting signal of 73 mV. The fringe field matters more: a crude estimate raises C by 3.6 %, and the full field solution for thin circular plates raises C by 4.0 % and the starting reading by 3.6 %. Imperfect preparation can matter more still. A leftover charge of 1 pC on plate A changes the starting reading to −64 mV, and 1 pF of stray capacitance from A to a copper case tied to the negative terminal changes it to −77 mV. The final field in the gap, 90 V/cm, is far below the breakdown field of air at atmospheric pressure, roughly 90 kV/cm for a 0.1 mm gap and 30 kV/cm for centimetre gaps; 0.9 V is also far below the Paschen minimum of about 300 V.

**Recommendation**

The claim of a 0.9 V difference just outside the surfaces should stand, with its location stated. The sentence "a voltmeter measures potential difference" should be replaced by equation (2), and the predicted reading by zero. The remaining numerical values are in the output that follows.

Numbers as computed

```
Work functions Al, Au, Cu leads (rough): 4.2, 5.1, 4.7 eV
Electron densities Al, Au (rough): 180, 60 nm^-3
Free-electron Fermi energies Al, Au: 11.62, 5.59 eV
Contact potential difference, Al minus Au: 0.900 V
Outer step Al minus Cu lead: 0.500 V
Outer step Cu lead minus Au: 0.400 V
Outer step Au minus Al: -0.900 V
Screening lengths Al, Au: 0.0488, 0.0586 nm
Slab test, gap: 10 nm
  outer step from energy minimum: 0.89040 V
  outer step from formula: 0.89044 V
  energy change, minimized: -2.2143e-03 eV/nm^2
  energy change, formula: -2.2144e-03 eV/nm^2
  Kelvin null bias, gaps 10 and 12 nm: -0.90000 V
Einstein relation, ratio of sides Al, Au: 1.000000, 1.000000
Chains: 300 sites each, hop 2.0 eV, link 1.0 eV
  temperature 300 K, window 30 to 80 fs
  floor step 2.0 eV, Fermi difference 0.2 eV
  electron flow A to B, step only: -0.0001 uA
  flow, Fermi difference only: 9.916 uA
  flow, both (up the step): 9.296 uA
  flow, both, half Fermi difference: 4.648 uA
  flow, both, Fermi difference reversed: -9.296 uA
Plates: area 1 cm^2, gap 0.1 mm, C = 8.854 pF
Meter: R = 10 Mohm, input capacitance 100 pF
Contact and joint resistance: 100 ohm each
Separate plates, ideal unloaded reading: -0.900 V
  reading at 1 us, simulated: -73.14 mV
  starting reading, formula: -73.21 mV
  decay time: 1.089 ms
  reading after one decay time: -26.93 mV
  size of reading after 20 decay times: 0.15 nV
  outer step after 20 decay times: 0.9000 V
  charge through meter, + to -: -7.969 pC
Joined plates: size of reading below 1 uV: True
  outer step: 0.9000 V
Joined through 1.5 V battery: reading 1.5000 V
  outer step: 2.4000 V
  W_B lowered by 0.3 eV: reading 1.5000 V
  W_B lowered by 0.3 eV: outer step 2.1000 V
Kelvin probe: 100 Hz, gap swing 10 %
  peak current, simulated: 0.511 nA
  peak current, small-swing formula: 0.501 nA
Neglected: fringe field, crude, adds to C: 3.6 %
Neglected: screening lengths over gap: 1.1e-06
Neglected: Seebeck difference (rough) 4 uV/K
  reading for joint 5 K warmer, size: 20 uV
Neglected: meter bias current (rough) 10 pA
  offset with separate plates: 0.10 mV
  offset with joined plates: 1.0 nV
Neglected: thermionic leakage, log10(current/A): -64
Field in the gap at equilibrium: 90 V/cm
```
